# Forces of one electron wave on two identical delta barriers

**Setting.** The algebra uses atomic units, $\hbar=m=1$. An electron wave of energy $E=k^2/2$, with $k>0$, comes from the left onto two fixed scatterers,

$$V(x)=g\,\delta(x)+g\,\delta(x-d),\qquad \beta=\frac{g}{k}.$$

The strength $g$ is real and nonzero. It may be negative, in which case the "barriers" are wells. The state is stationary and coherent:

$$\psi=\begin{cases}e^{ikx}+r\,e^{-ikx}, & x<0\\ A\,e^{ikx}+B\,e^{-ikx}, & 0<x<d\\ t\,e^{ikx}, & x>d\end{cases}$$

with $R=|r|^2$ and $T=|t|^2$. The incident amplitude is one, so forces computed from $\psi$ are forces per unit incident density, and an incident density $n$ multiplies them. A positive force points to the right. $F_1$ and $F_2$ are the forces on the left and right barriers.

## (a) Force as a difference of momentum flux

**Question.** A barrier $V(x-X)$ of finite width feels the force $F=-\langle\partial V/\partial X\rangle$. Express $F$ through the wave just outside the barrier, and take the limit of a delta barrier.

**Answer.** Since $\partial V(x-X)/\partial X=-V'(x-X)$, the definition gives

$$F=\int|\psi|^2\,V'(x-X)\,dx .$$

Consider the quantity

$$\Pi=\tfrac12\left(|\psi'|^2+k^2|\psi|^2\right).$$

The Schrödinger equation is $\psi''=(2V-k^2)\psi$, so

$$\frac{d\Pi}{dx}=\mathrm{Re}(\psi'^*\psi'')+k^2\,\mathrm{Re}(\psi'^*\psi)=2V\,\mathrm{Re}(\psi'^*\psi)=V\,\frac{d|\psi|^2}{dx}.$$

Integrate from a point $L$ just left of the barrier to a point $R$ just right of it. An integration by parts has no boundary terms, because $V=0$ at both ends:

$$\Pi_R-\Pi_L=\int V\,\frac{d|\psi|^2}{dx}\,dx=-\int V'|\psi|^2dx=-F .$$

Hence $F=\Pi_L-\Pi_R$: the force is the momentum flux entering on the left minus that leaving on the right. This holds for any width, and so also in the limit of zero width.

For a delta barrier $\psi$ is continuous, and integrating the Schrödinger equation across it gives the jump $\psi'_R-\psi'_L=2g\psi$. The terms in $|\psi|^2$ cancel, leaving

$$F=\tfrac12\left(|\psi'_L|^2-|\psi'_R|^2\right)=-\tfrac12\mathrm{Re}\left[(\psi'_R-\psi'_L)^*(\psi'_R+\psi'_L)\right]=-g\,\mathrm{Re}\left[\psi^*(\psi'_L+\psi'_R)\right].$$

The force on a delta barrier thus uses the mean of the two one-sided slopes.

## (b) Flux in a free region

**Question.** Evaluate $\Pi$ for $\psi=Ae^{ikx}+Be^{-ikx}$.

**Answer.** The two terms are

$$|\psi|^2=|A|^2+|B|^2+2\,\mathrm{Re}(AB^*e^{2ikx}),$$
$$|\psi'|^2=k^2\left[|A|^2+|B|^2-2\,\mathrm{Re}(AB^*e^{2ikx})\right].$$

The interference terms have opposite signs and cancel in $\Pi$:

$$\Pi=k^2\left(|A|^2+|B|^2\right).$$

Both waves contribute with the same sign. A left-moving wave carries negative momentum in the negative direction, which counts as positive momentum flux.

## (c) Amplitudes and the resonance condition

**Question.** Find $|A|^2$, $|B|^2$ and $T$. For which separations is transmission perfect?

**Answer.** Start at the right barrier. Continuity at $x=d$ gives

$$Ae^{ikd}+Be^{-ikd}=te^{ikd}.$$

The slope condition, divided by $ik$ and using $2g/(ik)=-2i\beta$, is

$$te^{ikd}-\left(Ae^{ikd}-Be^{-ikd}\right)=-2i\beta\,te^{ikd},$$

or $Ae^{ikd}-Be^{-ikd}=(1+2i\beta)\,te^{ikd}$. Half the sum and half the difference with the continuity condition give

$$A=(1+i\beta)\,t,\qquad B=-i\beta\,t\,e^{2ikd},$$

and therefore

$$|A|^2=(1+\beta^2)T,\qquad |B|^2=\beta^2T .$$

At the left barrier, $x=0$, the two conditions are

$$1+r=A+B,\qquad 1-r=A-B+2i\beta(A+B).$$

Half their difference gives

$$r=B-i\beta(A+B)=(1-i\beta)B-i\beta A .$$

Insert $A$ and $B$ and take out a factor $e^{ikd}$:

$$r=-i\beta\,t\,e^{ikd}\left[(1-i\beta)e^{ikd}+(1+i\beta)e^{-ikd}\right].$$

The two terms in the bracket are complex conjugates, so the bracket is twice the real part of the first:

$$r=-2i\beta\,t\,e^{ikd}\,C,\qquad C=\cos kd+\beta\sin kd .$$

Thus $R=4\beta^2C^2T$. Current conservation, $R+T=1$, then gives

$$T=\frac{1}{1+4\beta^2C^2}.$$

Since $\beta\neq0$, perfect transmission requires $C=0$, that is

$$\tan kd=-\frac1\beta=-\frac{k}{g},\qquad kd=\arctan\beta+\frac{\pi}{2}+m\pi,$$

with integer $m$ such that $d>0$.

## (d) The forces

**Question.** Find $F_1$ and $F_2$ for any separation. Show that at perfect transmission the total force vanishes while the barriers are pushed outward with equal strength. When is the left barrier pushed against the incident wave?

**Answer.** By (b), the fluxes in the three regions are $k^2(1+R)$, $k^2(1+2\beta^2)T$ and $k^2T$. Part (a) gives, with $k^2\beta^2=g^2$,

$$\frac{F_2}{n}=k^2(1+2\beta^2)T-k^2T=2g^2T,$$

$$\frac{F_1}{n}=k^2(1+R)-k^2(1+2\beta^2)T=k^2(1+R-T)-2g^2T=2k^2R-2g^2T,$$

where the last step uses $1-T=R$. The sum is $F_1+F_2=2k^2R\,n$, the momentum given up by the reflected part of the wave.

At perfect transmission $R=0$ and $T=1$, so

$$F_1=-2g^2n,\qquad F_2=+2g^2n,\qquad F_1+F_2=0 .$$

The left barrier is pushed left and the right barrier right, for either sign of $g$. The wave leaves with the momentum it brought, so the pair as a whole receives none. Between the barriers, however, a wave runs back and forth and raises the flux from $k^2$ to $k^2(1+2\beta^2)$. This excess presses on both barriers from inside.

A lone barrier provides a scale. The relations at the right barrier describe a wave $A$ meeting a single delta, so its reflection and transmission probabilities are

$$R_1=\frac{|B|^2}{|A|^2}=\frac{\beta^2}{1+\beta^2},\qquad T_1=\frac{1}{1+\beta^2}.$$

The lone barrier is pushed forward with $k^2(1+R_1-T_1)n=2k^2R_1n$. Since $R_1/T_1=\beta^2$, the resonant force $2g^2n=2k^2(R_1/T_1)n$ is larger by the factor $1/T_1$.

Away from resonance, $F_2$ stays positive because $T>0$. The left force is negative when $k^2R<g^2T$, that is $R/T<\beta^2$. With $R/T=4\beta^2C^2$ this means $|C|<\tfrac12$, or equivalently $T>T_1$. The left barrier is pushed backward when the pair transmits better than one barrier alone.

Two limits follow. For weak barriers, $|\beta|\ll1$, the lone and resonant forces both have magnitude $2g^2n$ to leading order; at resonance, interference reverses the force on the left barrier without changing its size. At other separations $F_1\approx2g^2(4\cos^2kd-1)\,n$, which ranges from $-2g^2n$ to $+6g^2n$. For strong barriers, let the separation differ from resonance by $\delta d$ at fixed $k$. Then $C^2=(1+\beta^2)\sin^2(k\,\delta d)$, and $T$ falls to one half at $k|\delta d|\approx1/(2\beta^2)$ when $|\beta|\gg1$. The force at the peak is then much larger than on a lone barrier, but it needs a finely tuned separation.

## (e) Is the outward pair an electromigration wind?

**Question.** Find the forces from a wave incident from the right. Then let a current consist of an excess density $n/2$ of right-moving incident electrons and a deficit $n/2$ of left-moving ones, all at the same energy. What forces does it cause?

**Answer.** Mirror reflection exchanges the barriers and reverses the forces. Marking incidence from the right by a bar,

$$\bar F_1=-F_2=-2g^2T\,n,\qquad \bar F_2=-F_1=(2g^2T-2k^2R)\,n .$$

At resonance this is again the outward pair $\mp2g^2n$. The pair does not know which way the current flows.

Waves fed independently from the two sides have no fixed relative phase, so their forces add. The excess and the deficit give

$$\Delta F_1=\tfrac12(F_1-\bar F_1)=k^2R\,n,\qquad \Delta F_2=\tfrac12(F_2-\bar F_2)=k^2R\,n .$$

In this model, to first order in the change of occupation and at fixed potential, the directional force is shared equally by the barriers and vanishes at resonance. The outward pair comes from how many electrons are incident, not from their direction.

## (f) Numbers

**Question.** Take $E=7.0$ eV, for which $k=1.3555$ Å$^{-1}$ and the velocity is $1.569\times10^6$ m/s, and $g=5.0$ eV Å. A current density of 1.0 MA/cm² flows through 6.5 Å² per atomic row and is carried entirely by the single incident wave. Find the second smallest resonant separation and the forces. Compare with $d=3.0$ Å at the same $E$, $g$ and $n$.

**Answer.** In ordinary units $k^2$ becomes $\hbar^2k^2/m=2E=14.0$ eV, and $\beta=mg/(\hbar^2k)=gk/(2E)$:

$$\beta=\frac{5.0\times1.3555}{14.0}=0.484 .$$

The second smallest resonance has $m=1$:

$$kd=\arctan0.484+\frac{3\pi}{2}=5.163,\qquad d=\frac{5.163}{1.3555}=3.81\ \text{Å}.$$

There $|A|^2=1+\beta^2=1.234$ and $|B|^2=\beta^2=0.234$. The flux per unit density is 14.00 eV outside and $14.00\times1.4687=20.56$ eV between the barriers. The difference is the force on each barrier:

$$\frac{|F_1|}{n}=\frac{F_2}{n}=20.56-14.00=6.56\ \text{eV}.$$

A lone barrier, with $R_1=0.190$, receives $2\times14.0\times0.190=5.32$ eV.

The current per row is $10^{-10}$ A/Å² times 6.5 Å², or $6.5\times10^{-10}$ A. At $T=1$ it equals $env$, so

$$n=\frac{6.5\times10^{-10}\ \text{A}}{(1.602\times10^{-19}\ \text{C})(1.569\times10^{6}\ \text{m/s})}=2.59\times10^{3}\ \text{m}^{-1}=2.59\times10^{-7}\ \text{Å}^{-1}.$$

The outward force on each barrier is $6.56\times2.59\times10^{-7}=1.70\times10^{-6}$ eV/Å, or 2.7 fN.

At $d=3.0$ Å the transmission is 0.522, below $T_1=0.810$, so both forces point forward: $F_1/n=9.96$ eV and $F_2/n=3.42$ eV. Their sum, 13.4 eV, agrees with $2\times14.0\times(1-0.522)$. The transmitted current is here smaller, because $n$ was held fixed.

## (g) How far does this describe a copper interconnect?

**Question.** The energy, current density and a temperature of 378 K are rough typical values for copper wiring; the area per row and $g$ are model values, not fitted to copper or to a defect. Judge the main assumptions.

**Answer.** Two assumptions fail badly in a real wire. First, its current is not one isolated wave. With the balanced excess and deficit of (e), still at normal incidence, the current-induced force at resonance drops from $1.70\times10^{-6}$ eV/Å to zero at first order. Second, electrons arrive from all directions. For planar barriers only the normal wave number $k\mu$ matters, where $\mu$ is the cosine of the angle of incidence. Spreading the same density evenly over the forward hemisphere, at fixed $E$ and $d$, gives

$$\frac{F_1}{n}=2.15\ \text{eV},\qquad \frac{F_2}{n}=2.19\ \text{eV}.$$

Both barriers are now pushed forward, and the outward pattern is lost. If the balanced excess and deficit of (e) are spread over the angles in the same way, each barrier receives half the sum, 2.17 eV per unit density, again forward. The zero found at normal incidence therefore does not survive either. The even spread is a model choice: a shifted Fermi sphere weights directions in proportion to $\mu$, which gives 2.9 eV per unit density instead. At fixed $n$ the incident current is only $1/2$ (even spread) or $2/3$ ($\mu$-weighted) of $env$, so these forces do not refer to the same current density as (f).

The filled states below the Fermi energy also act without any current. In a one-dimensional sea with two spins, filled to 7.0 eV from both sides, the right barrier feels

$$F_{\rm sea}=2\int_0^k\frac{dk'}{2\pi}\,\frac{F_2(k')+\bar F_2(k')}{n}=\frac{k}{\pi}\int_0^1d\mu\,\frac{F_2(k\mu)-F_1(k\mu)}{n},$$

using $k'=k\mu$ and $\bar F_2=-F_1$. The last integral is the difference of the two hemisphere averages, 0.0355 eV, so $F_{\rm sea}=1.3555\times0.0355/\pi=0.0153$ eV/Å, outward. This is about 9000 times the force of the single wave, although the separation happens to lie close to a sign change of the sea force: shifting $d$ by $-0.1$ or $+0.1$ Å gives $-0.12$ or $+0.15$ eV/Å. A three-dimensional sea with the same planar barriers gives 0.075 eV/Å per 6.5 Å² of area, directed inward. The sign thus depends on the separation and on the model. It also depends on the barrier shape: at the same $d$ and $g$, rectangles 0.2 Å and 1.0 Å wide turn the one-dimensional sea force inward, to $-0.005$ and $-0.10$ eV/Å. The sea force belongs to the static interaction between the defects.

Three other effects were estimated for the single wave at normal incidence:

- **Thermal spread.** Averaging the incident energy over the thermal window at 378 K, at fixed density, leaves a total force of 0.27% of the resonant force on one barrier.
- **Barrier width.** At perfect transmission between two identical symmetric barriers of any shape, $|A|^2T_1=1$ and $|B|^2=R_1|A|^2$. Hence $F_2/n=k^2[(1+R_1)/T_1-1]=2k^2R_1/T_1=-F_1/n$, and the outward pair survives. For rectangles 1.0 Å wide with the same area $g$, resonance moves to a centre-to-centre distance of 3.87 Å and the force per density falls from 6.56 to 5.49 eV, by 16%.
- **Loss of coherence.** With a mean free path of 400 Å, roughly the room-temperature value in copper, the chance of scattering between the barriers is about 1.6%. At 378 K the path is shorter and the chance somewhat larger. The resulting change of force was not computed.

Direct forces between ions, self-consistent screening and the true atomic potentials are absent from the model, so its numbers are not predictions for a particular pair of defects in copper. Further digits are in the numerical output below.

## Values computed for the example and the checks

```
Energy: 7.0 eV
Barrier strength g: 5.0 eV angstrom
Current density: 1.0 MA/cm2
Area per atomic row: 6.5 angstrom^2
Temperature: 378 K
Mean free path (rough): 400 angstrom
Wave number k: 1.3555 1/angstrom
beta = g/k: 0.4841 (no unit)
Lone-barrier reflection R1: 0.1899
Resonant phase k d: 5.1632 rad
Resonant separation d: 3.8092 angstrom
Pair transmission T: 1.000000
Inner right-moving |A|^2: 1.2343
Inner left-moving |B|^2: 0.2343
Velocity: 1.569e+06 m/s
Current per row: 6.500e-10 A
Incident density n: 2.585e-07 1/angstrom
Outer momentum flux / n: 14.0000 eV
Inner momentum flux / n: 20.5617 eV
Left force / n: -6.5617 eV
Right force / n: 6.5617 eV
Left force: -1.6965e-06 eV/angstrom
Right force: 1.6965e-06 eV/angstrom
Right force: 2.718 fN
|Total force| / right force below 1e-10: True
Lone-barrier force / n: 5.3159 eV
Nonresonant separation: 3.0 angstrom
  transmission T: 0.5219
  left force / n: 9.9619 eV
  right force / n: 3.4246 eV
  total force / n: 13.3865 eV
Neglected effects:
Thermal energy kT: 0.0326 eV
Thermal total / resonant right force: 2.70e-03
Thermal right / resonant right force: 0.999366
Barrier width tried: 1.0 angstrom
  retuned separation: 3.8741 angstrom
  right force / n: 5.4910 eV
Hemisphere left force / n: 2.1502 eV
Hemisphere right force / n: 2.1857 eV
Hemisphere total / n: 4.3360 eV
Scattering chance between barriers: 0.0158
Sea force, right barrier: 0.0153 eV/angstrom
|Sea force| / one-wave right force: 9.03e+03
```
